# Why backscattering from strained (001) diamond crystals sees only the singlet phonon, part 1

(Sections cited here and not found follow in the second part.)

## First half: the selection rule

### 1. A line that hardly appears

A diamond-structure film stretched by 1% in its (001) plane has optical phonons at 511.6 and 513.9 cm$^{-1}$. Two of its three optical vibrations have the higher frequency. Yet a microscope of numerical aperture 0.9, looking straight down between crossed polarizers along the cube axes, collects only 0.011 times as much light from that pair as from the single vibration below it. In the ideal limit where all the light travels along the surface normal, the pair gives nothing.

The pair is Raman active and vibrates as strongly as its partner. What suppresses it is the direction of the dipoles it creates. The single vibration also has conditions for being seen: it disappears for some choices of polarizer and analyser. The statement to be proved must include them.

### 2. Geometry and conventions

Let $x,y,z$ be the cube axes [100], [010], [001], with $z$ normal to the surface. The primitive cell holds two identical atoms, A and B. From an A atom, the four bonds to its B neighbours point along

$$(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1).$$

The bonds from a B atom are the negatives of these. An optical vibration of long wavelength moves the sublattices against each other, equally in neighbouring cells. It is described by the relative displacement $\mathbf u=\mathbf u_B-\mathbf u_A$, which has three components and hence three modes.

The strain tensor is $e_{ab}$, with tensor shear components, and tension is positive. Biaxial strain means

$$e_{xx}=e_{yy}=e,\qquad e_{xy}=e_{xz}=e_{yz}=0 .$$

The surface is free, so the normal stress vanishes. For a cubic crystal,

$$0=\sigma_{zz}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})
\quad\Longrightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .$$

Ideal backscattering means that the incident and scattered light both travel along $z$ inside the crystal. Light fields are transverse, so both polarizations lie in the $xy$ plane. The phonon wavevector is the difference of two light wavevectors along $z$, and therefore also lies along $z$.

In a polar crystal, an optical vibration can set up an electric field that makes its frequency depend on the direction of the wavevector. Here it does not do so. Let $Z_A$ and $Z_B$ be the tensors giving the dipole moment per displacement of each atom. Inversion through a bond centre exchanges A and B and leaves a second-rank tensor unchanged, so $Z_A=Z_B$. A rigid shift of a neutral crystal creates no dipole, so $Z_A+Z_B=0$. Both tensors are therefore zero. Homogeneous strain preserves this inversion, and the result holds in the strained film too.

### 3. From a vibration to scattered light

The vibration modulates the optical susceptibility. To first order in the displacement,

$$\chi_{ab}(\mathbf u)=\chi_{ab}(0)+\sum_k R_{ab,k}\,u_k,
\qquad R_{ab,k}=\left.\frac{\partial\chi_{ab}}{\partial u_k}\right|_{0}.$$

The matrix $R_k$ with entries $R_{ab,k}$ is the Raman tensor for displacement along $k$. An incident field with polarization $\mathbf e_i$ creates an oscillating dipole density proportional to $R_k\mathbf e_i\,u_k$. Its frequency is the light frequency shifted by the phonon frequency. The component along the analyser direction $\mathbf e_s$ is detected, so

$$I_k\propto\left|\mathbf e_s\cdot R_k\,\mathbf e_i\right|^2 .$$

The omitted factor contains the phonon occupation and frequency. These differ little between the modes, whose frequencies differ by about half a percent in the example. The factor cannot turn a zero into a signal.

Different normal modes have independent thermal phases, so their intensities add. Within a degenerate pair, any two perpendicular displacement directions may be used. Rotating the pair mixes the two amplitudes by an orthogonal matrix, which preserves the sum of their squared magnitudes.

### 4. The Raman tensors follow from three operations

Take an operation $g$ about an A atom that maps the four bonds onto themselves. It also maps the negative bonds of the B atoms onto themselves, and so maps the whole crystal onto itself without exchanging the sublattices. The susceptibility of the transformed vibration must equal the transformed susceptibility:

$$\chi(g\mathbf u)=g\,\chi(\mathbf u)\,g^{T}.$$

Taking the part linear in $\mathbf u$ gives

$$R_{ab,k}=\sum_{a'b'k'}g_{aa'}\,g_{bb'}\,g_{kk'}\,R_{a'b',k'} .$$

**Twofold rotations.** The rotation about $z$ sends $(x,y,z)$ to $(-x,-y,z)$. It exchanges the first bond with the fourth and the second with the third, so it is allowed. A component $R_{ab,k}$ acquires a factor $-1$ for each index that is $x$ or $y$. Let $n_x,n_y,n_z$ be the number of times each letter occurs among its three indices. A nonzero component needs $n_x+n_y$ even.

The rotation about $x$, which sends $(x,y,z)$ to $(x,-y,-z)$, is allowed for the same reason. It requires $n_y+n_z$ to be even. The three counts therefore have equal parity. Their sum is 3, which is odd, so all three are odd, and each must equal 1. The surviving components are those whose indices are all different.

**Threefold rotation.** The cyclic change $x\to y\to z\to x$ also maps the bonds onto themselves. Hence

$$R_{xy,z}=R_{yz,x}=R_{zx,y},\qquad R_{yx,z}=R_{zy,x}=R_{xz,y}.$$

**Mirror.** Exchanging $x$ and $y$ exchanges the second and third bonds and leaves the other two in place. It gives $R_{xy,z}=R_{yx,z}$. All six components thus equal one number $d$:

$$R_x=\begin{pmatrix}0&0&0\\0&0&d\\0&d&0\end{pmatrix},\quad
R_y=\begin{pmatrix}0&0&d\\0&0&0\\d&0&0\end{pmatrix},\quad
R_z=\begin{pmatrix}0&d&0\\d&0&0\\0&0&0\end{pmatrix}.$$

These are the diamond Raman tensors. No symmetry between the two light indices was assumed; the mirror supplied it. The numerical output confirms the count: the cubic operations leave one independent tensor.

### 5. Strain separates one mode from two

Let $K_{ab}$ be the matrix of restoring forces divided by the reduced mass, so that

$$\ddot u_a=-\sum_bK_{ab}u_b .$$

Its eigenvalues are the squared frequencies. Without strain, cubic symmetry makes all three equal to $\omega_0^2$. We take the change of $K$ to first order in strain.

When the strain has no shear, both twofold rotations still map the crystal onto itself. They have two consequences.

First, the equilibrium value of $\mathbf u$, measured from its position under uniform deformation, remains zero. The rotation about $z$ would reverse its $x$ and $y$ components, while the rotation about $x$ would reverse its $z$ component. No nonzero vector is unchanged by both.

Second, $K$ stays diagonal. The rotation about $x$ reverses $K_{xy}$ and $K_{xz}$, while the rotation about $z$ reverses $K_{xz}$ and $K_{yz}$. Each off-diagonal element must equal its own negative, and so vanishes.

The change of $K_{zz}$ is linear in $e_{xx},e_{yy},e_{zz}$. The mirror that exchanges $x$ and $y$ in the unstrained crystal requires equal coefficients for $e_{xx}$ and $e_{yy}$. Call this coefficient $q$, and call the coefficient of $e_{zz}$ $p$. The cyclic rotation then gives the other elements. With $\omega_k^2=\omega_0^2+\lambda_k$,

$$\begin{aligned}
\lambda_x&=p\,e_{xx}+q(e_{yy}+e_{zz}),\\
\lambda_y&=p\,e_{yy}+q(e_{xx}+e_{zz}),\\
\lambda_z&=p\,e_{zz}+q(e_{xx}+e_{yy}).
\end{aligned}$$

The constants $p$ and $q$ are phonon deformation potentials. For biaxial strain the first two expressions coincide:

$$\lambda_s=p\,e_{zz}+2q\,e,\qquad
\lambda_d=p\,e+q(e+e_{zz}) .$$

The subscript $s$ denotes the singlet, which vibrates along $z$. The subscript $d$ denotes the doublet, which vibrates in the plane. Subtracting,

$$\lambda_s-\lambda_d=p(e_{zz}-e)+q(2e-e-e_{zz})=(p-q)(e_{zz}-e).$$

The splitting is controlled by the difference between normal and in-plane strain. To first order it vanishes if $p=q$, however large each constant is. Which level is lower depends on the signs of both factors.

### 6. The contraction

Write the linear polarizations as

$$\mathbf e_i=(\cos\phi_i,\sin\phi_i,0),\qquad
\mathbf e_s=(\cos\phi_s,\sin\phi_s,0),$$

with both angles measured from $x$ in the same sense. Multiplication by the three matrices gives

$$R_x\mathbf e_i=d\begin{pmatrix}0\\0\\\sin\phi_i\end{pmatrix},\quad
R_y\mathbf e_i=d\begin{pmatrix}0\\0\\\cos\phi_i\end{pmatrix},\quad
R_z\mathbf e_i=d\begin{pmatrix}\sin\phi_i\\\cos\phi_i\\0\end{pmatrix}.$$

The analyser vector has no $z$ component, so the doublet amplitudes vanish:

$$\mathbf e_s\cdot R_x\mathbf e_i=0,\qquad \mathbf e_s\cdot R_y\mathbf e_i=0 .$$

For the singlet,

$$\mathbf e_s\cdot R_z\mathbf e_i
=d(\cos\phi_s\sin\phi_i+\sin\phi_s\cos\phi_i)
=d\sin(\phi_i+\phi_s).$$

Therefore

$$I_x=I_y=0,\qquad I_z\propto d^2\sin^2(\phi_i+\phi_s).$$

This is the result sought. Circular polarization does not rescue the doublet: its vector is a complex combination of $x$ and $y$, and still has no $z$ component.

The physical reason can be read from the three dipoles. The doublet produces dipoles along $z$, and a dipole does not radiate along its own axis. Its total squared dipole strength is $d^2(\sin^2\phi_i+\cos^2\phi_i)=d^2$, the same as that of the singlet. The doublet therefore scatters light, but none of it travels back along the normal.

Whether the singlet is visible depends on the polarizers:

- With polarizer and analyser both along [100], $\phi_i+\phi_s=0$ and the signal vanishes.
- With one along [100] and the other along [010], the sum is 90 degrees and the signal is largest.
- With both along [110], the sum is again 90 degrees, so parallel polarizers also give the full signal.
- With no analyser, the intensities for $\phi_s$ and $\phi_s+90^\circ$ add. Since $\sin^2+\cos^2=1$, the result is $d^2$ for every incident polarization.

Ideal backscattering thus detects the singlet unless the polarizers are set to suppress it. No in-plane setting reveals the doublet.

### 7. Strain changes the tensors but not the zero

Section 6 used the tensors of the unstrained crystal. Strain distorts the bonds and alters $R_k$, so one must ask whether a small signal from the doublet appears at higher order.

The twofold rotation about $z$ answers this. Call it $C$. It survives biaxial strain of any size for which the crystal keeps this structure. For an in-plane displacement, $C\mathbf u=-\mathbf u$. For $a$ and $b$ both in the plane, the two minus signs acting on $\chi_{ab}$ cancel. The symmetry relation becomes

$$\chi_{ab}(-\mathbf u)=\chi_{ab}(\mathbf u),\qquad a,b\in\{x,y\}.$$

The in-plane susceptibility is an even function of an in-plane displacement. Its first derivative at zero vanishes, and the doublet remains silent at every order in the strain. The argument needs neither the size of the strain nor a model of the bonds.

It also covers unequal in-plane strains, $e_{xx}\ne e_{yy}$, and in-plane shear $e_{xy}$, since $C$ leaves these unchanged. The same rotation forbids $K_{xz}$ and $K_{yz}$, so one mode still vibrates along $z$ and the other two vibrate in the plane.

The singlet law survives biaxial strain with a modified strength. The two twofold rotations and the mirror remain, while the threefold rotation is lost. The mirror still gives $R_{xy,z}=R_{yx,z}$, so $d$ is replaced by a strain-dependent $d_s$ in the same angular law. The other equalities are $R_{yz,x}=R_{xz,y}$ and $R_{zy,x}=R_{zx,y}$. This leaves three independent constants, the number found in the numerical output.

### 8. What breaks the proof

A shear $e_{xz}$ changes sign under $C$, so the rotation is no longer a symmetry. The restoring matrix can then contain an element $K_{xz}=\kappa$, proportional to the shear at first order. In the $xz$ block, first-order perturbation theory gives the mode near $x$ a $z$ component of magnitude

$$\left|\frac{\kappa}{\lambda_s-\lambda_d}\right|,\qquad
|\kappa|\ll|\lambda_s-\lambda_d| .$$

This component scatters through $R_z$. The leaked intensity is quadratic in the shear, and is largest for a given shear when the biaxial splitting is small. The shear can also put in-plane entries directly into $R_x$ and $R_y$.

A model with bond stretching, bond bending and bond polarizabilities shows the combined effect. Its strains are 1% in the plane, $-0.77\%$ along the normal, and $e_{xz}=0.2\%$. For the two doublet-like modes together, the summed squares of the in-plane Raman entries are 0.012 of the singlet value. This number belongs to that model, but it shows that shear removes the zero. It should not be read as the size of the effect in silicon. Write $\kappa=2re_{xz}$ with a rough silicon value $r\approx-0.7\omega_0^2$ and the $p$ and $q$ of Section 10. Mode mixing alone then gives about 0.08 at the same strains, where the mixing amplitude of about 0.3 is no longer very small.

## Second half: what the measurement can and cannot tell

### 9. Symbols and results carried over

The cube axes are $x,y,z$, with $z$ along the surface normal. The relative sublattice displacement is $\mathbf u$. For biaxial strain, $e_{xx}=e_{yy}=e$ and $e_{zz}=-2(C_{12}/C_{11})e$. The singlet vibrates along $z$ and the doublet in the plane. Their squared frequencies are $\omega_0^2+\lambda_s$ and $\omega_0^2+\lambda_d$, where

$$\lambda_s=p\,e_{zz}+2q\,e,\qquad
\lambda_d=p\,e+q(e+e_{zz}).$$

The Raman tensors $R_x,R_y,R_z$ have the entry $d$ at positions $yz$, $xz$, $xy$ and their transposes. With both polarizations in the plane, the doublet is silent and the singlet has intensity $d^2\sin^2(\phi_i+\phi_s)$.

### 10. The two frequencies in a stretched film

The example is a 15 nm film under 1% biaxial tension. Its round parameters are $\omega_0=520$ cm$^{-1}$, $p/\omega_0^2=-1.8$, $q/\omega_0^2=-2.3$, $C_{11}=165$ GPa and $C_{12}=64$ GPa. The normal strain is

$$e_{zz}=-\frac{2\times64}{165}\times0.01=-0.00776 .$$

The film becomes thinner as it is stretched. The relative changes of squared frequency are

$$\frac{\lambda_s}{\omega_0^2}=(-1.8)(-0.00776)+2(-2.3)(0.01)=-0.0320,$$

$$\frac{\lambda_d}{\omega_0^2}=(-1.8)(0.01)+(-2.3)(0.01-0.00776)=-0.0232 .$$

Taking square roots,

$$\omega_s=520\sqrt{1-0.0320}=511.6\ \text{cm}^{-1},\qquad
\omega_d=520\sqrt{1-0.0232}=513.9\ \text{cm}^{-1}.$$

The splitting is 2.34 cm$^{-1}$. The singlet is lower because $p-q$ is positive while $e_{zz}-e$ is negative.

For small shifts, $\sqrt{1+\epsilon}\approx1+\epsilon/2$ gives

$$\Delta\omega_s\approx\frac{\lambda_s}{2\omega_0}=-8.33\ \text{cm}^{-1}.$$

The square root adds a further $-0.07$ cm$^{-1}$, or 0.8% of the linear shift. This measures the curvature of the square root alone. Terms of second order in strain within $\lambda_s$ are outside the model.

The in-plane stress follows from Hooke's law after eliminating $e_{zz}$:

$$\sigma_{xx}=C_{11}e+C_{12}e+C_{12}e_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e=1.79\ \text{GPa}.$$

The linear sensitivity is thus $-8.33$ cm$^{-1}$ per 1% strain, or $-4.64$ cm$^{-1}$ per GPa of biaxial stress.

Ideal backscattering from a biaxially strained (001) film detects only the singlet, unless the polarizers suppress that too, and in the example this line lies 2.34 cm$^{-1}$ below the silent doublet. It remains to find what one line can tell about the strain, how much of the doublet a real lens or a tilted surface lets through, and what else limits the reading.

Numbers in the example were calculated in double precision.
